# Gillespie simulation of single-charge capture and neutrality of a nanometre grain

## The decision: a mean charge or a fluctuating integer

A model of grain growth or transport in a plasma must either carry one continuous mean charge per grain or follow the integer charge. A neutral grain feels no electrostatic confinement, and it meets other grains without Coulomb repulsion. Collision rates between grains are nonlinear in the charges, so a mean charge misrepresents them if grains are neutral for a large part of the time. The electrostatic force is linear in the charge, so in a fixed field the time-averaged charge gives its time average correctly; it misrepresents confinement when a grain can move far before its charge changes, and most strongly during a neutral visit, when the force is absent.

For the nanometre grain treated below, continuous current balance gives a charge number of $-0.72$. This is not quite the time-averaged charge, $-0.75$: stationarity equates the averages of the two rates, not the rates at the average charge. The grain never has that charge: it is neutral for about 41% of the time in the model. This note gives a simulation scheme for that fraction, an independent formula for it, and a formula for its statistical error.

## Model and capture rates

A sphere of radius $a$ carries $Z$ elementary charges, so $Z<0$ means excess electrons. Electrons and singly charged ions have fixed densities $n_e,n_i$ and Maxwellian distributions at temperatures $T_e,T_i$. They arrive independently, without collisions near the grain, and stick on contact. The potential is the unscreened Coulomb potential of the grain; image forces are added later. Define

$$E_1=\frac{e^2}{4\pi\varepsilon_0a},\qquad U=sZE_1,\qquad u=\frac{U}{kT},$$

where $s=-1$ for an electron and $s=+1$ for an ion. $U$ is the potential energy at the surface: positive for repulsion, negative for attraction.

Let a particle have energy $E$ and impact parameter $b$ far away. Its angular momentum is $b\sqrt{2mE}$, so its radial kinetic energy at distance $r$ is

$$E-\frac{Ua}{r}-E\frac{b^2}{r^2}.$$

To reach the surface, this must be non-negative at every $r\ge a$:

$$b^2\le r^2-\frac{Uar}{E}.$$

The derivative of the right side is $2r-aU/E$. It is positive for attraction. For repulsion with $E>U$ it is at least $2a-a=a$, hence also positive. The tightest condition is therefore at $r=a$, and the cross section is

$$\sigma(E)=\pi a^2\left(1-\frac{U}{E}\right),\qquad E>\max(0,U).$$

The capture rate is $k=n\int v\,\sigma F(v)\,dv$, where $F$ is the Maxwellian speed distribution. Put $x=mv^2/(2kT)$. Then $v\,dv=(kT/m)\,dx$ and $v^3dv=2(kT/m)^2x\,dx$, so that

$$vF(v)\,dv=4\pi\left(\frac{m}{2\pi kT}\right)^{3/2}2\left(\frac{kT}{m}\right)^2xe^{-x}dx=\bar v\,xe^{-x}dx,$$

with $\bar v=\sqrt{8kT/(\pi m)}$. Since $U/E=u/x$,

$$k=\pi a^2n\bar v\int_{\max(0,u)}^{\infty}(x-u)e^{-x}dx.$$

For $u\le0$ the integral is $1-u$. For $u>0$, the substitution $y=x-u$ gives $e^{-u}\int_0^\infty ye^{-y}dy=e^{-u}$. Hence

$$k=\pi a^2n\bar v\,g(u),\qquad g(u)=\begin{cases}1-u,&u\le0\\e^{-u},&u>0.\end{cases}$$

The branch must be chosen from the sign of $u$, separately for each species. If the linear branch were used for ions at $Z=+1$, with $E_1/kT_i=55.7$ as below, it would give the factor $-54.7$, a negative rate.

Orbits integrated in the plane confirm the critical impact parameter $b_c$ for an ion and for an electron approaching a grain with $Z=-1$: at $0.98\,b_c$ the particle hits, and at $1.02\,b_c$ it misses.

## From two rates to one random event

Let $k_e(Z)$ and $k_i(Z)$ be the rates at the present charge, and $K=k_e+k_i$. They stay constant until the next capture. The probability density that the next capture occurs at time $t$ and is an electron is the electron density $k_ee^{-k_et}$ times the probability $e^{-k_it}$ that no ion has come:

$$k_ee^{-k_et}e^{-k_it}=\frac{k_e}{K}\;Ke^{-Kt}.$$

The expression factorizes. The waiting time is exponential with rate $K$, the electron comes first with probability $k_e/K$, and the two are independent. Two uniform random numbers therefore suffice. Setting the cumulative probability $1-e^{-K\tau}$ equal to $u_1$ gives

$$\tau=-\frac{\ln(1-u_1)}{K}.$$

The second number selects an electron if $u_2K<k_e$, and otherwise an ion.

```
tabulate ke[Z], ki[Z] for Zmin <= Z <= Zmax
set ke[Zmin] = 0 and ki[Zmax] = 0
Z = 0
for each window of length T_w:
    t = 0; neutral_time = 0
    loop:
        draw u1, u2 from [0,1)
        K = ke[Z] + ki[Z]
        tau = -log(1-u1)/K
        dt = min(tau, T_w-t)
        if Z == 0: neutral_time += dt
        if tau >= T_w-t: leave loop
        t += tau
        if u2*K < ke[Z]: Z = Z-1
        else:            Z = Z+1
    store neutral_time/T_w
```

The last wait is clipped at the end of the window, and a fresh one is drawn from the same charge. This does not change the process, because an exponential wait has no memory: $e^{-K(t+t')}/e^{-Kt}=e^{-Kt'}$. Discarding the unfinished wait instead would lose residence time, preferentially from long waits.

## The stationary neutral fraction

Each capture changes $Z$ by one, so the charge states form a chain. In a stationary state the probability below any link is constant, and hence the net probability current through the link vanishes:

$$P(Z)k_i(Z)=P(Z+1)k_e(Z+1).$$

Moving down from $Z=0$ gives a product of ratios $k_e/k_i$, and moving up gives the inverse type of ratio. With normalization,

$$\frac1{P_0}=1+\sum_{N\ge1}\prod_{j=1}^{N}\frac{k_e(1-j)}{k_i(-j)}+\sum_{N\ge1}\prod_{j=1}^{N}\frac{k_i(j-1)}{k_e(j)}.$$

The residence-time average converges to $P_0$. Counting events does not. State $Z$ is left $P(Z)K(Z)$ times per unit time, so the fraction of events that start from neutrality is

$$\phi_0=\frac{P_0K(0)}{\sum_ZP(Z)K(Z)}.$$

This equals $P_0$ only if $K(0)$ equals the average of $K$ over $P$.

## Statistical error and starting bias

Successive waits belong to a correlated charge history, so the number of events is not the number of independent samples. Let $q(Z)=\delta_{Z0}-P_0$ be the deviation of the neutral indicator from its mean. For a window $T$ much longer than the correlation time, the variance of the measured fraction is $S/T$, where $S$ is twice the time integral of the autocovariance of $q$.

Let $h(Z)$ be the expected time integral of $q$ when the chain starts at $Z$. Then $S=2\sum_ZP(Z)q(Z)h(Z)$. In a short time $dt$, $h$ loses $q\,dt$ and the charge may jump, which gives

$$k_i(Z)[h(Z+1)-h(Z)]+k_e(Z)[h(Z-1)-h(Z)]=-q(Z).$$

Multiply by $P(Z)$, write $J(Z)=P(Z)k_i(Z)$ and $D(Z)=h(Z+1)-h(Z)$, and use $P(Z)k_e(Z)=J(Z-1)$:

$$J(Z)D(Z)-J(Z-1)D(Z-1)=-P(Z)q(Z).$$

Summing from the bottom of the chain, where no current enters, gives $J(Z)D(Z)=-G(Z)$ with

$$G(Z)=\sum_{y\le Z}P(y)q(y).$$

Now $P(Z)q(Z)=G(Z)-G(Z-1)$, and $G$ vanishes at the top because $q$ has zero mean. Summation by parts gives

$$S=2\sum_Z[G(Z)-G(Z-1)]h(Z)=-2\sum_ZG(Z)D(Z)=2\sum_Z\frac{G(Z)^2}{P(Z)k_i(Z)}.$$

The last sum runs over links. Dividing $S$ by twice the variance of the indicator defines the correlation time $\tau_c=S/[2P_0(1-P_0)]$.

The same function gives the bias from starting at $Z=0$. The stationary average of $h$ is zero, so $\sum Pqh=P_0h(0)$ and $h(0)=S/(2P_0)$. For long $T$ the starting bias is thus $S/(2P_0T)$. It falls as $1/T$, faster than the standard error $\sqrt{S/T}$.

## Worked example

Take $a=1$ nm, $n_i=10^{10}$ cm$^{-3}$, $n_e=2\times10^8$ cm$^{-3}$, $T_e=3$ eV, and argon ions at 300 K. Then $E_1=1.44$ eV, $E_1/kT_e=0.48$ and $E_1/kT_i=55.7$. The rates in s$^{-1}$ are:

| $Z$ | $k_e$ | $k_i$ |
|---:|---:|---:|
| $+1$ | 1077.9 | $8\times10^{-24}$ |
| 0 | 728.3 | 12.53 |
| $-1$ | 450.7 | 710.3 |
| $-2$ | 278.9 | 1408 |
| $-3$ | 172.6 | 2106 |

The first extra electron raises the ion rate by the factor $1+55.7=56.7$, because the ions are cold. It lowers the electron rate only by $e^{-0.48}=0.62$.

The first trial draws $u_1=0.3238$ and $u_2=0.1508$ at $Z=0$. With $K=740.9$ s$^{-1}$, the wait is $0.3913/740.9$ s $=0.528$ ms. Since $u_2K=112$ s$^{-1}$ is below $k_e$, an electron is captured.

The weights relative to the neutral state follow from the table:

$$\frac{P(-1)}{P_0}=\frac{728.3}{710.3}=1.025,\qquad\frac{P(-2)}{P_0}=1.025\times\frac{450.7}{1408}=0.328,$$

$$\frac{P(-3)}{P_0}=0.328\times\frac{278.9}{2106}=0.043,\qquad\frac{P(+1)}{P_0}=\frac{12.53}{1077.9}=0.012.$$

States below $-3$ add 0.003. The sum, including 1 for the neutral state, is 2.411, so $P_0=0.415$.

A simulation of 1200 s of grain time, in 400 windows of 3 s, gives $0.4158$. The formula gives $0.4147$. The difference is 1.8 standard errors, the predicted error being $\sqrt{0.432\ \mathrm{ms}/1200\ \mathrm{s}}=0.0006$. The scatter of the windows gives the same error to the digits shown. The starting bias is $0.432\ \mathrm{ms}/(2\times0.415\times1200\ \mathrm{s})=4\times10^{-7}$, which is negligible.

The event fraction is 0.285 in the simulation and 0.284 from the formula for $\phi_0$. It lies below $P_0$ because neutral visits are long: they last 1.35 ms on average, against $1/(450.7+710.3)$ s $=0.86$ ms at $Z=-1$. Counting events would underestimate the neutral fraction by 31% of its value.

## Dependence on electron depletion

Let $\delta=n_e/n_i$, with all other inputs fixed. Each extra electron contributes a factor $\delta$, so $P(-N)/P_0\propto\delta^N$, while $P(+1)/P_0\propto1/\delta$. The neutral fraction is therefore small at both ends.

At $\delta=1$ it is $1.3\times10^{-5}$, and the grain is almost permanently charged. In this unrestricted chain 92% of the probability lies at four or more extra electrons, which the binding estimate below finds unbound. Forbidding those states gives $1.6\times10^{-4}$, so the value shows only that neutrality is rare. The large neutral fraction of the example thus depends on strong electron depletion, not on small size alone.

As $\delta\to0$ the grain becomes positive. Between the limits, keep only $Z=-1,0,+1$:

$$\frac1{P_0}\approx1+A\delta+\frac B\delta,\qquad A=\frac{1.025}{0.02}=51.3,\quad B=0.01162\times0.02=2.3\times10^{-4}.$$

Setting the derivative $A-B/\delta^2$ to zero gives $\delta=\sqrt{B/A}=0.002$ and $P_0\approx1/(1+2\sqrt{AB})=0.82$. The omitted $Z=-2$ weight there is $0.328\,(0.002/0.02)^2\approx0.003$, so the truncation is adequate for this estimate. The place and height of this maximum hold for the Coulomb rates only. $B$ measures the positive state, which the image force of the next section raises about sixfold; with the conducting-sphere rates the maximum moves to $\delta\approx0.005$ and falls to about 0.64.

## Image forces

The Coulomb model omits the attraction between a charge and the charge it induces on the grain. For an isolated conducting sphere of charge $Q=Ze$, a particle of charge $q=se$ at distance $r$ induces an image $-qa/r$ at $a^2/r$ from the centre. A compensating charge $+qa/r$ at the centre keeps the total equal to $Q$. The radial force is

$$F=\frac{q}{4\pi\varepsilon_0}\left[\frac Q{r^2}+\frac{qa}{r^3}-\frac{qar}{(r^2-a^2)^2}\right].$$

Integrating from $r$ to infinity gives the potential energy

$$U(r)=\frac{q}{4\pi\varepsilon_0}\left[\frac Qr+\frac{qa}{2r^2}-\frac{qa}{2(r^2-a^2)}\right]=\frac{sZE_1a}{r}-\frac{E_1a^4}{2r^2(r^2-a^2)}.$$

Capture again requires $b^2\le r^2[1-U(r)/E]$ at every $r>a$. For $Z=0$, put $w=r^2-a^2$. The right side becomes

$$a^2+w+\frac{E_1a^4}{2Ew}.$$

Its minimum is at $w=a^2\sqrt{E_1/(2E)}$, where the last two terms are equal, so $b_c^2=a^2(1+\sqrt{2E_1/E})$. The flux average uses $\int_0^\infty x^{1/2}e^{-x}dx=\sqrt\pi/2$ and multiplies the neutral-grain rate by

$$1+\sqrt{\frac{\pi E_1}{2kT}}.$$

This factor is 10.4 for ions and 1.87 for electrons. For charged grains the minimum over $r$ is found numerically. At $Z=-1$ the gains are 1.905 for ions and 2.105 for electrons.

The neutral fraction nevertheless falls only from 0.415 to 0.388. The reason is visible in the dominant ratio: $P(-1)/P_0=k_e(0)/k_i(-1)$ is multiplied by $1.868/1.905=0.98$, so two large corrections nearly cancel. That factor alone would raise $P_0$ slightly. The fall comes from the other states: relative to the neutral state, the weight of $Z=-2$ rises from 0.328 to 0.409, that of $Z=-3$ from 0.043 to 0.082 and that of $Z=+1$ from 0.012 to 0.072, and the sum of all weights rises from 2.411 to 2.578. The small net change is an accident of the present radius, temperatures and depletion, not a general rule: at $\delta=0.002$ the image force lowers the neutral fraction from 0.82 to 0.55. The positive state has no such cancellation, and its probability rises from 0.005 to 0.028. A quantity that depends on positive grains therefore needs the image force even where the neutral fraction hardly does. These values are for a conducting sphere. A dielectric sphere with $\varepsilon=11.7$ and uniformly spread charge gives 0.390 for the neutral state and 0.026 for the positive state. The scheme itself is unchanged; only the rate tables are replaced.

## Relation to a real discharge

The inputs are rough values for early powder formation in an argon-diluted, low-pressure silane discharge. The ratio $n_e/n_i=0.02$ represents strong depletion; with few grains and few negative ions the ratio is close to one. With a mean charge number of $-0.75$, and if all grains are alike and there are no negative ions, charge neutrality requires $0.98\times10^{10}/0.75=1.3\times10^{10}$ grains per cm$^3$.

The following changes are made one at a time to the Coulomb model without image forces, with densities and $T_e$ fixed:

- An electron sticking probability of one half raises the neutral fraction to 0.62. This is the largest change among those listed.
- Ions at 600 K lower it to 0.31, because warmer ions are focused less strongly onto a negative grain.
- Electron ejection by excited argon and ultraviolet light, at an assumed total rate of 13 s$^{-1}$, gives 0.418.
- With a rough work function $W=4$ eV, the last of $N$ extra electrons is bound by $W-(N-\tfrac12)E_1$, the difference of the charging energies $N^2E_1/2$ included. This is $0.40$ eV for $N=3$ and $-1.04$ eV for $N=4$. Forbidding $N\ge4$ gives 0.415, unchanged to three digits. The third electron is bound only for $W>3.6$ eV, a small margin for a rough value. A grain that holds at most two extra electrons gives 0.423, and one that holds at most one gives 0.491.

Collisions have a small but visible effect here. At 0.1 Torr the ion free path is about 310 µm, for a rough charge-exchange cross section of $10^{-18}$ m$^2$. An ion has potential energy $-\tfrac32kT_i$ at 37 nm from a grain with $Z=-1$. If every charge exchange inside that radius led to capture, at the undisturbed ion density, the added rate would be about 0.4% of the Coulomb-model rate. This is not an upper bound. Focusing raises the local ion flux by the factor $1+E_1a/(kT_ir)$, which gives 1.3% inside 37 nm and about 3% inside 56 nm, where the potential energy is $-kT_i$. The estimate grows with the radius chosen. It also grows about as $Z^2$, because the capture volume scales as $|Z|^3$ and the Coulomb rate about as $|Z|$: the added rate is 5% at $Z=-2$ and 11% at $Z=-3$ for the smaller choice of radius, and 13% and 30% for the larger. The neutral fraction then rises to 0.422 and 0.432. The ion Debye length of 12 µm and the grain spacing of 4 µm are also far larger than 37 nm, which supports the unscreened, single-grain potential.

The electron orbits are less secure. The reduced wavelength at energy $kT_e$ is 0.11 nm, so the full wavelength is $2\pi\times0.11=0.7$ nm, comparable with the radius. Classical capture with unit sticking is then an assumption about the grain. Given the sticking result, the fraction 0.415 belongs to the stated model and is not a prediction to three digits for a real grain. Non-Maxwellian electrons, ion drift and negative ions are also left out and have not been sized.

## Cost, stability and failure modes

Each event costs two random numbers, one logarithm and a table lookup, independent of the number of charge states. The example has about 1080 events per second of grain time. A relative standard error of 1% needs $T=S/(0.01P_0)^2\approx25$ s, or about 27,000 events.

There is no time step and hence no step-size instability. A fixed-step scheme with at most one capture per step $\Delta t$, with probabilities $k_e\Delta t$ and $k_i\Delta t$, also preserves $P$, since adding $\Delta t$ times a vanishing net current changes nothing. It requires $K\Delta t\le1$ in every state, however, and its waits are multiples of $\Delta t$.

Direct simulation becomes inefficient when neutrality is rare. At $n_e=n_i$ the neutral electron rate is $728/0.02=3.6\times10^4$ s$^{-1}$, so neutral visits start at $1.3\times10^{-5}\times3.6\times10^4\approx0.5$ per second. If $M$ visits are independent with exponential durations, the relative variance of the neutral time is about $2/M$: one part from their number and one from their durations. An error of 1% then needs $M=20{,}000$ visits, or some $4\times10^4$ s of grain time; the formula for $S$ gives $4.5\times10^4$ s. With four or more extra electrons forbidden, it gives about 3600 s. The product formula for $P_0$ is the better tool there.

Four conditions need attention in an implementation:

- The charge table must extend beyond all states with appreciable probability. Its closed ends otherwise distort $P$.
- Use $\ln(1-u_1)$ if the generator can return 0 but not 1, so that the logarithm stays finite.
- If the plasma changes between captures, the waiting time must satisfy $\int_t^{t+\tau}K\,dt'=-\ln(1-u_1)$. The species is then chosen with $k_e/K$ evaluated at $t+\tau$. The constant-rate expressions hold only when the rates change little during one wait.
- If many grains share the same electrons, $n_e$ responds to their total charge. The rates must then be updated together with the plasma balance; the results above hold $n_e$ fixed.

The values of the worked example and the main sensitivity results are given in the numerical output below.

## Numbers as computed

```
grain radius 1.0 nm; E1 = 1.4400 eV
Te = 3.00 eV; Ti = 0.02585 eV (300 K)
n_i = 1.00e+10 cm^-3; n_e = 2.00e+08 cm^-3
E1/kTe = 0.4800; E1/kTi = 55.700
mean speeds: electron 1.1592e+06 m/s, ion 398.75 m/s
Z, electron rate (1/s), ion rate (1/s), P exact, P simulated
+1  1077.90  8.082e-24  0.004819  0.004914
+0  728.32  12.53  0.414693  0.415770
-1  450.68  710.3  0.425219  0.424658
-2  278.87  1408  0.136100  0.135673
-3  172.56  2106  0.018024  0.017801
-4  106.78  2804  0.001109  0.001149
-5  66.08  3501  0.000034  0.000034
trace: Z, u1, u2, wait (ms), change of Z
+0  0.3238  0.1508  0.5282  -1
-1  0.6509  0.0724  0.9066  -1
-2  0.5359  0.3657  0.4550  +1
-1  0.0580  0.5074  0.0515  +1
+0  0.0375  0.4336  0.0516  -1
simulated time 1200 s in 400 windows; events 1293095
neutral fraction, simulated: 0.41577
neutral fraction, stationary formula: 0.41469
standard error: predicted 0.00060, batches 0.00060
variance constant S = 0.4320 ms; correlation time 0.8899 ms
event fraction from Z=0: simulated 0.28515, formula 0.28444
mean neutral visit 1.3498 ms
mean Z = -0.7513; rms spread 0.7687
Z from continuous current balance = -0.7206
grain density for quasineutrality 1.304e+10 cm^-3
neutral fraction if n_e = n_i: 1.264e-05
NEGLECTED EFFECTS
image rate gain at Z=0: electron 1.868, ion 10.354
image rate gain at Z=-1: electron 2.105, ion 1.905
with image force: neutral 0.3879, Z=+1 0.0278, Z=-1 0.3901
neutral fraction, electron sticking 0.5: 0.6159
neutral fraction, ions at 600 K: 0.3115
ejection by excited atoms and UV 12.84 1/s: neutral 0.4175
binding of electron N=1..5 (eV): 3.28, 1.84, 0.40, -1.04, -2.48
neutral fraction with at most 3 extra electrons: 0.4152
pressure 0.10 Torr; ion free path 310.7 um
ion trapping radius 37.13 nm; collisional/OML ion capture at Z=-1: 0.00388
ion Debye length 11.95 um; grain spacing 4.25 um
reduced electron wavelength at kTe 0.1127 nm
```
